# Fermi-Level Enhancement of Solid-Phase Epitaxy by Neutral and Charged Defects: test program

```python
"""Fermi-level enhancement of solid-phase epitaxial regrowth.

Result under test: for dilute interface defects D0, D-, D+ in equilibrium,
  R = v/v_i = (1 + b_minus*u + b_plus/u) / (1 + b_minus + b_plus)
v, v_i : regrowth velocity of doped and intrinsic material at one temperature
u      : exp((E_F - E_i)/kT), equal to n/n_i for non-degenerate carriers
b_q    : intrinsic growth carried by charge state q, relative to that of D0
Energies are in eV from the valence edge, densities in cm^-3 or cm^-2.
Parameters are round values in the rough regime of donor-doped silicon.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

KB = constants.k / constants.e
GAP_ZERO, GAP_SLOPE = 1.20, 3.0e-4        # eV, eV/K
NC_300, NV_300 = 3.0e19, 2.5e19           # band densities at 300 K
T = 800.0                                 # K
DONORS = 3.0e19                           # cm^-3
DEPTH = 0.16                              # D- level below conduction edge, eV
RATE_RATIO = 1.0                          # k_minus / k_0
SPIN_RATIO = 0.5                          # one charged state, two neutral
DILUTE_COST = 1.2                         # neutral formation energy in tests, eV
FAR_LEVEL = -5.0                          # removes D+ from a calculation


def gap(temp):
    return GAP_ZERO - GAP_SLOPE * temp


def band_densities(temp):
    scale = (temp / 300.0) ** 1.5
    return NC_300 * scale, NV_300 * scale


def fermi_half(eta):
    """Normalized Fermi-Dirac integral of order 1/2, by quadrature."""
    value = quad(lambda t: t * t * expit(eta - t * t), 0.0, 8.0,
                 epsabs=0.0, epsrel=1e-10, limit=200)[0]
    return 4.0 / np.sqrt(np.pi) * value


def fermi_level(temp, net_donors, degenerate=False, binding=None, edge_drop=0.0):
    """Solve charge neutrality numerically for the Fermi level."""
    kt = KB * temp
    nc, nv = band_densities(temp)
    edge = gap(temp) - edge_drop
    filling = fermi_half if degenerate else np.exp

    def charge(level):
        ionized = net_donors
        if binding is not None:
            ionized /= 1.0 + 2.0 * np.exp((level - edge + binding) / kt)
        return nv * filling(-level / kt) - nc * filling((level - edge) / kt) + ionized
    return brentq(charge, -0.3, edge + 0.5, xtol=1e-14)


def microstate_growth(temp, level, cost, e_minus, e_plus, rates, sites=3):
    """Mean growth rate per site from an explicit sum over all microstates."""
    k0, km, kp = rates
    states = [(0.0, 0.0), (cost, k0), (cost, k0),
              (cost + e_minus - level, km), (cost - e_plus + level, kp)]
    total = growth = 0.0
    for configuration in product(states, repeat=sites):
        weight = np.exp(-sum(s[0] for s in configuration) / (KB * temp))
        total += weight
        growth += weight * sum(s[1] for s in configuration)
    return growth / total / sites


def intrinsic_density(temp):
    nc, nv = band_densities(temp)
    return np.sqrt(nc * nv) * np.exp(-gap(temp) / (2.0 * KB * temp))


def carrier_ratio(temp, net_donors):
    s = net_donors / (2.0 * intrinsic_density(temp))
    return s + np.sqrt(1.0 + s * s)


def midlevel(temp):
    nc, nv = band_densities(temp)
    return gap(temp) / 2.0 + 0.5 * KB * temp * np.log(nv / nc)


def b_negative(temp, e_minus, ratio):
    return ratio * SPIN_RATIO * np.exp((midlevel(temp) - e_minus) / (KB * temp))


def b_positive(temp, e_plus, ratio):
    return ratio * SPIN_RATIO * np.exp((e_plus - midlevel(temp)) / (KB * temp))


def enhancement(u, bm, bp=0.0):
    return (1.0 + bm * u + bp / u) / (1.0 + bm + bp)


kT = KB * T
E_C = gap(T)
E_MINUS = E_C - DEPTH
E_I = midlevel(T)
n_i = intrinsic_density(T)
u_doped = carrier_ratio(T, DONORS)
b = b_negative(T, E_MINUS, RATE_RATIO)
R = enhancement(u_doped, b)

# Main law against microstate sums with a numerically solved Fermi level.
for doping in (-3e18, 1e17, DONORS):
    for rates, e_plus in (((1, RATE_RATIO, 0), FAR_LEVEL), ((1, 3, 2), 0.25)):
        counted = (microstate_growth(T, fermi_level(T, doping), DILUTE_COST,
                                     E_MINUS, e_plus, rates)
                   / microstate_growth(T, fermi_level(T, 0.0), DILUTE_COST,
                                       E_MINUS, e_plus, rates))
        law = enhancement(carrier_ratio(T, doping),
                          b_negative(T, E_MINUS, rates[1]),
                          b_positive(T, e_plus, rates[2]))
        assert abs(counted / law - 1.0) < 1e-5


# Fermi-Dirac carriers must reproduce the law at low doping; the tolerance
# covers the remaining degeneracy, which is of order n/(2.8 Nc).
def enhancement_from_level(level, e_minus=E_MINUS):
    x = SPIN_RATIO * np.exp((level - e_minus) / kT)
    return (1.0 + RATE_RATIO * x) / (1.0 + b)


low_fd = enhancement_from_level(fermi_level(T, 1e18, degenerate=True))
low_law = enhancement(carrier_ratio(T, 1e18), b)
assert abs((low_fd - 1.0) / (low_law - 1.0) - 1.0) < 0.01

# Site filling outside the dilute limit.
cheap = 0.05
x_doped = SPIN_RATIO * np.exp((fermi_level(T, DONORS) - E_MINUS) / kT)
x_intr = SPIN_RATIO * np.exp((fermi_level(T, 0.0) - E_MINUS) / kT)
neutral_weight = 2.0 * np.exp(-cheap / kT)
filled_law = R * (1 + neutral_weight * (1 + x_intr)) / (1 + neutral_weight * (1 + x_doped))
one_level = (1, RATE_RATIO, 0)
filled_count = (microstate_growth(T, fermi_level(T, DONORS), cheap, E_MINUS,
                                  FAR_LEVEL, one_level)
                / microstate_growth(T, fermi_level(T, 0.0), cheap, E_MINUS,
                                    FAR_LEVEL, one_level))
assert abs(filled_count / filled_law - 1.0) < 1e-6
assert filled_count < 0.9 * R


# Kinetics: which process holds the neutral population decides the result.
def kinetic_growth(x, ratio, loss, reversible=False):
    """Steady state of regular site, D0, D-; D0 annihilates at unit rate."""
    create, capture = 1e-5, 1e4
    emit = capture / x
    back = loss * x * create if reversible else 0.0
    matrix = np.array([[create, -(1.0 + capture), emit],
                       [back, capture, -(emit + loss)],
                       [1.0, 1.0, 1.0]])
    population = np.linalg.solve(matrix, np.array([0.0, 0.0, 1.0]))
    return population[1] + ratio * population[2]


def loss_law(ratio, loss):
    return ((1 + ratio * x_doped) / (1 + loss * x_doped)
            * (1 + loss * x_intr) / (1 + ratio * x_intr))


def frozen_growth(x, ratio):
    """Charge exchange only, at a fixed total number of defects."""
    neutral, negative = np.linalg.solve(np.array([[-x, 1.0], [1.0, 1.0]]),
                                        np.array([0.0, 1.0]))
    return neutral + ratio * negative


for ratio in (1.0, 3.0):
    for loss in (0.0, 0.5, 1.0):
        solved = kinetic_growth(x_doped, ratio, loss) / kinetic_growth(x_intr, ratio, loss)
        assert abs(solved / loss_law(ratio, loss) - 1.0) < 1e-3
    balanced = (kinetic_growth(x_doped, ratio, 0.5, True)
                / kinetic_growth(x_intr, ratio, 0.5, True))
    full = enhancement(u_doped, b_negative(T, E_MINUS, ratio))
    assert abs(balanced / full - 1.0) < 1e-3
    frozen = frozen_growth(x_doped, ratio) / frozen_growth(x_intr, ratio)
    assert abs(frozen / loss_law(ratio, 1.0) - 1.0) < 1e-9
frozen_equal = frozen_growth(x_doped, 1.0) / frozen_growth(x_intr, 1.0)
frozen_three = frozen_growth(x_doped, 3.0) / frozen_growth(x_intr, 3.0)
assert abs(frozen_equal - 1.0) < 1e-9 and R > 1.5

# A deep D+ level: n-type doping first slows regrowth.
DEEP_PLUS, DEEP_RATES = 0.45, (1, 2, 3)
deep_bm = b_negative(T, E_MINUS, DEEP_RATES[1])
deep_bp = b_positive(T, DEEP_PLUS, DEEP_RATES[2])


def deep_growth(log_u):
    return microstate_growth(T, E_I + kT * log_u, DILUTE_COST, E_MINUS,
                             DEEP_PLUS, DEEP_RATES)


deep_start = deep_growth(0.0)
lowest = minimize_scalar(lambda z: deep_growth(z) / deep_start,
                         bounds=(0.0, 8.0), method="bounded",
                         options={"xatol": 1e-7})
crossing = np.exp(brentq(lambda z: deep_growth(z) / deep_start - 1.0, lowest.x, 9.0))
deep_min_law = (1 + 2 * np.sqrt(deep_bm * deep_bp)) / (1 + deep_bm + deep_bp)
assert abs(lowest.x - 0.5 * np.log(deep_bp / deep_bm)) < 1e-3
assert abs(lowest.fun / deep_min_law - 1.0) < 1e-5
assert abs(crossing / (deep_bp / deep_bm) - 1.0) < 1e-3


# Shift of the apparent activation energy, by finite differences in 1/kT.
def log_enhancement(beta):
    temp = 1.0 / (KB * beta)
    level = gap(temp) - DEPTH
    grown = [microstate_growth(temp, fermi_level(temp, d), DILUTE_COST, level,
                               FAR_LEVEL, one_level) for d in (DONORS, 0.0)]
    return np.log(grown[0] / grown[1])


beta0 = 1.0 / kT
step = 1e-3 * beta0
shift_numeric = -(log_enhancement(beta0 + step) - log_enhancement(beta0 - step)) / (2 * step)
share_doped = b * u_doped / (1 + b * u_doped)
share_intr = b / (1 + b)
shift_law = -share_doped * (DEPTH + 1.5 * kT) + share_intr * (DEPTH - GAP_ZERO / 2)
assert abs(shift_numeric - shift_law) < 2e-4

# Band bending caused by the charge of the defects themselves.
NEUTRAL_SHEET, SITE_SHEET, PERMITTIVITY = 5e11, 7e14, 12.0
eps_cm = PERMITTIVITY * constants.epsilon_0 / 100.0
debye = np.sqrt(eps_cm * kT / (constants.e * DONORS))


def bulk_slope(y):
    return np.sqrt(2.0 * (y + np.exp(-y) - 1.0))


bending = brentq(lambda y: DONORS * debye * bulk_slope(y)
                 - NEUTRAL_SHEET * x_doped * np.exp(-y), 1e-6, 10.0)


def reached(_, state):
    return state[0] - bending


reached.terminal = True
path = solve_ivp(lambda _, s: [s[1], 1.0 - np.exp(-s[0])], (0.0, 60.0),
                 [1e-5, 1e-5], events=reached, rtol=1e-10, atol=1e-14)
assert len(path.t_events[0]) == 1
assert abs(path.y_events[0][0][1] / bulk_slope(bending) - 1.0) < 1e-4
R_bent = (1 + RATE_RATIO * x_doped * np.exp(-bending)) / (1 + b)
site_share = NEUTRAL_SHEET * (1 + x_doped) / SITE_SHEET

# Other neglected effects, each applied alone.
R_fd = enhancement_from_level(fermi_level(T, DONORS, degenerate=True))
BINDING, EDGE_DROP = 0.045, 0.03
level_freeze = fermi_level(T, DONORS, binding=BINDING)
R_freeze = enhancement_from_level(level_freeze)
ionized_share = 1.0 / (1.0 + 2.0 * np.exp((level_freeze - E_C + BINDING) / kT))
R_narrow = enhancement_from_level(fermi_level(T, DONORS, edge_drop=EDGE_DROP))
R_mirror = enhancement(u_doped, b, b_positive(T, DEPTH, RATE_RATIO))
R_loss = loss_law(RATE_RATIO, 0.1)
STRAIN_PER_DONOR, MODULUS, ACTIVATION_VOLUME = 1e-24, 180e9, 5e-30
stress = STRAIN_PER_DONOR * DONORS * MODULUS
stress_effect = np.expm1(stress * ACTIVATION_VOLUME / (constants.k * T))

# Velocities and regrowth times.
PREFACTOR, BARRIER, LAYER = 4e15, 2.7, 100.0   # nm/s, eV, nm


def intrinsic_velocity(temp):
    return PREFACTOR * np.exp(-BARRIER / (KB * temp))


v_i = intrinsic_velocity(T)
v_hot = intrinsic_velocity(T + 5.0) / v_i - 1.0
R_hot = enhancement(carrier_ratio(T + 5.0, DONORS),
                    b_negative(T + 5.0, gap(T + 5.0) - DEPTH, RATE_RATIO)) / R - 1.0

print(f"temperature {T:.0f} K, kT {kT:.5f} eV")
print(f"gap {E_C:.3f} eV = {GAP_ZERO:.2f} eV - {GAP_SLOPE:.1e} eV/K * T")
print(f"band densities at 300 K: Nc {NC_300:.2e}, Nv {NV_300:.2e} cm^-3")
print("band densities at T: Nc {:.3e}, Nv {:.3e} cm^-3".format(*band_densities(T)))
print(f"intrinsic density n_i {n_i:.3e} cm^-3")
print(f"intrinsic level E_i {E_I:.4f} eV above valence edge")
print(f"D- level {E_MINUS:.3f} eV above valence edge, {DEPTH:.2f} eV below Ec")
print(f"rate ratio k-/k0 {RATE_RATIO:.1f}, spin ratio g-/g0 {SPIN_RATIO:.1f}")
print(f"donors {DONORS:.1e} cm^-3, u = n/n_i {u_doped:.2f}")
print(f"Fermi level {fermi_level(T, DONORS):.4f} eV above valence edge")
print(f"b_minus {b:.5f}, b_minus*u {b * u_doped:.4f}")
print(f"D-/D0 population ratio: intrinsic {x_intr:.5f}, doped {x_doped:.4f}")
print(f"D- share of growth: intrinsic {share_intr:.5f}, doped {share_doped:.4f}")
print(f"ENHANCEMENT R {R:.4f}")
print(f"velocity prefactor {PREFACTOR:.1e} nm/s, barrier {BARRIER:.2f} eV")
print(f"velocity: intrinsic {v_i:.5f} nm/s, doped {R * v_i:.5f} nm/s")
print(f"time for {LAYER:.0f} nm: intrinsic {LAYER / v_i:.0f} s, doped {LAYER / (R * v_i):.0f} s")
print(f"activation energy shift: formula {shift_law:.4f} eV, numeric {shift_numeric:.4f} eV")
for doping in (1e18, 1e19, 3e19, 1e20):
    r_boltz = enhancement(carrier_ratio(T, doping), b)
    r_fermi = enhancement_from_level(fermi_level(T, doping, degenerate=True))
    print(f"donors {doping:.0e} cm^-3: R Boltzmann {r_boltz:.3f}, Fermi-Dirac {r_fermi:.3f}")
print(f"acceptors 3e18 cm^-3, D- only: R {enhancement(carrier_ratio(T, -3e18), b):.5f}")
print(f"frozen defect number: R {frozen_equal:.4f} (k-/k0=1), {frozen_three:.4f} (k-/k0=3)")
print(f"open defect number, k-/k0=3: R {loss_law(3.0, 0.0):.4f}")
print(f"site filling test, cost {cheap:.2f} eV: R {filled_count:.4f}")
print(f"deep D+ case: level {DEEP_PLUS:.2f} eV, k-/k0 {DEEP_RATES[1]}, k+/k0 {DEEP_RATES[2]}")
print(f"deep D+ case: b_minus {deep_bm:.5f}, b_plus {deep_bp:.4f}")
print(f"deep D+ case: minimum R {lowest.fun:.4f} at u {np.exp(lowest.x):.2f}")
print(f"deep D+ case: R returns to 1 at u {crossing:.1f}")
print(f"neglected, carrier degeneracy: R {R_fd:.4f}")
print(f"neglected, isolated donors {BINDING:.3f} eV deep: R {R_freeze:.4f}")
print(f"  ionized share in that bound {ionized_share:.3f}")
print(f"neglected, Ec lowered {EDGE_DROP:.2f} eV, D- level fixed: R {R_narrow:.4f}")
print(f"neglected, band bending: R {R_bent:.4f}")
print(f"  neutral sheet {NEUTRAL_SHEET:.1e} cm^-2, relative permittivity {PERMITTIVITY:.0f}")
print(f"  bending {1000 * bending * kT:.2f} meV = {bending:.4f} kT, Debye length {debye * 1e7:.3f} nm")
print(f"neglected, mirror D+ level {DEPTH:.2f} eV above Ev: R {R_mirror:.4f}")
print(f"neglected, D- loss at 0.1 of D0 annihilation: R {R_loss:.4f}")
print(f"neglected, misfit stress {stress / 1e6:.1f} MPa: velocity change {100 * stress_effect:.2f} %")
print(f"  strain per donor density {STRAIN_PER_DONOR:.0e} cm^3, modulus {MODULUS / 1e9:.0f} GPa")
print(f"  activation volume {ACTIVATION_VOLUME * 1e27:.3f} nm^3")
print(f"neglected, filled sites {100 * site_share:.3f} % of {SITE_SHEET:.0e} cm^-2")
print(f"5 K too hot: v_i changes {100 * v_hot:.1f} %, R changes {100 * R_hot:.2f} %")
print("done: every assertion held")
```

Printed output:

```
temperature 800 K, kT 0.06894 eV
gap 0.960 eV = 1.20 eV - 3.0e-04 eV/K * T
band densities at 300 K: Nc 3.00e+19, Nv 2.50e+19 cm^-3
band densities at T: Nc 1.306e+20, Nv 1.089e+20 cm^-3
intrinsic density n_i 1.129e+17 cm^-3
intrinsic level E_i 0.4737 eV above valence edge
D- level 0.800 eV above valence edge, 0.16 eV below Ec
rate ratio k-/k0 1.0, spin ratio g-/g0 0.5
donors 3.0e+19 cm^-3, u = n/n_i 265.77
Fermi level 0.8586 eV above valence edge
b_minus 0.00440, b_minus*u 1.1694
D-/D0 population ratio: intrinsic 0.00440, doped 1.1694
D- share of growth: intrinsic 0.00438, doped 0.5391
ENHANCEMENT R 2.1599
velocity prefactor 4.0e+15 nm/s, barrier 2.70 eV
velocity: intrinsic 0.03916 nm/s, doped 0.08458 nm/s
time for 100 nm: intrinsic 2554 s, doped 1182 s
activation energy shift: formula -0.1439 eV, numeric -0.1439 eV
donors 1e+18 cm^-3: R Boltzmann 1.035, Fermi-Dirac 1.035
donors 1e+19 cm^-3: R Boltzmann 1.384, Fermi-Dirac 1.394
donors 3e+19 cm^-3: R Boltzmann 2.160, Fermi-Dirac 2.258
donors 1e+20 cm^-3: R Boltzmann 4.877, Fermi-Dirac 6.068
acceptors 3e18 cm^-3, D- only: R 0.99578
frozen defect number: R 1.0000 (k-/k0=1), 2.0601 (k-/k0=3)
open defect number, k-/k0=3: R 4.4496
site filling test, cost 0.05 eV: R 1.3741
deep D+ case: level 0.45 eV, k-/k0 2, k+/k0 3
deep D+ case: b_minus 0.00880, b_plus 1.0634
deep D+ case: minimum R 0.5760 at u 10.99
deep D+ case: R returns to 1 at u 120.8
neglected, carrier degeneracy: R 2.2581
neglected, isolated donors 0.045 eV deep: R 1.7401
  ionized share in that bound 0.639
neglected, Ec lowered 0.03 eV, D- level fixed: R 1.7491
neglected, band bending: R 2.0074
  neutral sheet 5.0e+11 cm^-2, relative permittivity 12
  bending 9.68 meV = 0.1404 kT, Debye length 1.234 nm
neglected, mirror D+ level 0.16 eV above Ev: R 2.1487
neglected, D- loss at 0.1 of D0 annihilation: R 1.9346
neglected, misfit stress 5.4 MPa: velocity change 0.24 %
  strain per donor density 1e-24 cm^3, modulus 180 GPa
  activation volume 0.005 nm^3
neglected, filled sites 0.155 % of 7e+14 cm^-2
5 K too hot: v_i changes 27.5 %, R changes -1.28 %
done: every assertion held
```
